\section*{Shot Noise of a Smooth Ballistic Graphene p-n Junction}

\section{Problem}

A graphene strip of width $W$ contains a straight p-n junction. The electron potential energy $U(x)$ rises linearly from $-\hbar v k_F$ to $+\hbar v k_F$ over the full width $d$ of the junction. Energies are measured from the Fermi level, $v$ is the Dirac velocity, and $k_F$ is the Fermi wavevector on either side. An electron arriving at angle $\theta$ to the normal crosses with probability
\begin{equation}
T(\theta)=\exp\!\left(-\frac{\pi}{2}k_Fd\,\sin^2\theta\right),\qquad k_Fd\gg1 .
\label{eq:T}
\end{equation}
If $d$ denoted the half width, the prefactor would be $\pi$ instead of $\pi/2$.

The Fano factor is $F=S/(2eI)$, where $I$ is the mean current and $S$ the one-sided noise power at zero frequency. Motion is coherent and ballistic, the transverse wavevector $k=k_F\sin\theta$ is conserved, many modes are transmitted, and $k_BT_e\ll eV\ll E_F$, with $T_e$ the temperature and $V$ the bias.

(a) Estimate $F$ by scaling. (b) Find its value for $k_Fd\to\infty$. (c) For a density of $10^{12}\,\mathrm{cm^{-2}}$ on each side, $d=100$ nm and $W=3\,\mu$m, find the resistance and judge how far neglected effects move $F$.

\section{First estimate by scaling}

Let $f=U'(0)/(\hbar v)=2k_F/d$ be the slope of the potential, an inverse length squared. Then
\begin{equation}
\frac{\pi}{2}k_Fd\,\frac{k^2}{k_F^2}=\frac{\pi k^2}{f},
\qquad T(k)=e^{-\pi k^2/f}.
\label{eq:Tk}
\end{equation}
Modes with $k$ well below $\sqrt f$ pass and make no noise; modes far above it are reflected and make none either. The noise comes from $k\sim\sqrt f$. The transmitted current comes from a range of the same order, so $F$ is of order one. Once $k_F\gg\sqrt f$, the cut-off at $k_F$ is irrelevant and $f$ is the one remaining scale. A dimensionless ratio cannot depend on it, so $F$ must be a pure number.

To estimate that number, replace the Gaussian by a straight fall, $T=1-k/k_0$ for $0<k<k_0$. A mode contributes $T$ to the current and $T(1-T)$ to the noise, as derived below. Hence
\begin{equation}
F_{\rm est}=1-\frac{\int_0^{k_0}T^2\,dk}{\int_0^{k_0}T\,dk}
=1-\frac{k_0/3}{k_0/2}=\frac13 .
\end{equation}
The arbitrary width $k_0$ has cancelled, as the scaling argument requires.

\section{Solution}

\subsection{Noise of independent modes}

At zero temperature the occupied states in the bias window send a regular stream of $N=eVt/h$ electrons per mode towards the junction in a long time $t$. Each electron passes with probability $T$ or returns with probability $1-T$. The transmitted number is $1$ or $0$, so its mean is $T$ and its variance is $T-T^2$. Different attempts and modes are independent, so means and variances add:
\begin{equation}
I=\frac{eN}{t}\sum_nT_n,\qquad
S=\frac{2e^2N}{t}\sum_nT_n(1-T_n).
\end{equation}
The factor 2 belongs to the one-sided noise power; with it, rare independent transfers give $S=2eI$. Therefore
\begin{equation}
F=\frac{\sum_nT_n(1-T_n)}{\sum_nT_n}=1-\frac{\sum_nT_n^2}{\sum_nT_n}.
\label{eq:F}
\end{equation}
The fourfold spin and valley degeneracy multiplies both sums and cancels.

\subsection{The integral}

In a wide strip the modes are equally spaced in $k$, not in angle. Since $dk=k_F\cos\theta\,d\theta$, the angular weight is $\cos\theta\,d\theta=ds$ with $s=\sin\theta$. Define $A=\pi k_Fd/2$, so that $T=e^{-As^2}$ and $T^2=e^{-2As^2}$. The substitution $w=\sqrt A\,s$ gives
\begin{equation}
\int_{-1}^{1}e^{-As^2}ds=\frac{1}{\sqrt A}\int_{-\sqrt A}^{\sqrt A}e^{-w^2}dw
=\sqrt{\frac{\pi}{A}}\,\mathrm{erf}\sqrt A .
\end{equation}
The second integral follows by replacing $A$ with $2A$. Their ratio yields
\begin{equation}
F(A)=1-\frac{1}{\sqrt2}\,\frac{\mathrm{erf}\sqrt{2A}}{\mathrm{erf}\sqrt A}.
\label{eq:erf}
\end{equation}
For $A\to\infty$ both error functions tend to one, and
\begin{equation}
\boxed{F\to1-\frac1{\sqrt2}\simeq0.2929.}
\label{eq:limit}
\end{equation}
Squaring $T$ doubles the exponent and narrows the Gaussian by $\sqrt2$. The slope sets the width of both curves and drops out of their ratio.

The number reflects the quadratic exponent. For $T=\exp(-c|k|^p)$ one has $T^2(k)=T(2^{1/p}k)$, so $\int T^2dk=2^{-1/p}\int T\,dk$ and $F=1-2^{-1/p}$. A simple exponential, $p=1$, would give $1/2$; an abrupt cut-off, $p\to\infty$, would give zero.

\subsection{Why the transmission is Gaussian}

The law \eqref{eq:Tk} can be derived for a ramp that continues to $x=\pm\infty$. At the Fermi energy a wave $\psi(x)e^{iky}$ in one valley obeys
\begin{equation}
\left(-i\sigma_x\partial_x+k\sigma_y+fx\right)\psi=0 .
\end{equation}
The other valley gives the same transmission after $k\to-k$. With $a=(\psi_1+\psi_2)/\sqrt2$ and $b=(\psi_2-\psi_1)/\sqrt2$ the equation becomes
\begin{equation}
a'=-ifx\,a-kb,\qquad b'=ifx\,b-ka .
\label{eq:ab}
\end{equation}
Both $|a|^2$ and $|b|^2$ have derivative $-2k\,\mathrm{Re}(a^*b)$, so the current $v(|a|^2-|b|^2)$ is conserved. For $k=0$ the equations separate and $T=1$. Take $k\neq0$ from here on.

Far from the centre, a wave of positive current has $a\propto e^{-ifx^2/2}$ up to a slow factor. Its small component then has $b'\simeq-ifx\,b$, and the second equation gives
\begin{equation}
-ifx\,b\simeq ifx\,b-ka\quad\Rightarrow\quad a\simeq\frac{2ifx}{k}\,b .
\label{eq:small}
\end{equation}
The wave of negative current has a dominant $b\propto e^{+ifx^2/2}$. For an electron incident from the left, this second wave must be absent at $x\to+\infty$.

Differentiating the equation for $b$ and eliminating $a$ gives
\begin{equation}
b''=(k^2-f^2x^2+if)\,b .
\end{equation}
Setting $b=e^{-ifx^2/2}h$ turns this into
\begin{equation}
h''-2ifx\,h'-(k^2+2if)h=0 .
\label{eq:h}
\end{equation}
With $\nu=k^2/(2f)$, a solution is
\begin{equation}
h(x)=\int_0^{\infty e^{i\pi/4}}s^{-i\nu}\,e^{is^2/4f-xs}\,ds ,
\end{equation}
where $s$ is now an integration variable. To verify it, write $xe^{-xs}=-\partial_se^{-xs}$ and integrate by parts; the end terms vanish. The term $-2ifxh'$ then contributes $2if(1-i\nu)-s^2=k^2+2if-s^2$ under the integral, while $h''$ contributes $s^2$. The sum cancels the last term of \eqref{eq:h}.

For $x\to+\infty$ the neighbourhood of $s=0$ dominates, and $h\to\Gamma(1-i\nu)\,x^{i\nu-1}$. By \eqref{eq:small} this is a purely outgoing wave with
\begin{equation}
|a_{\rm out}|=\frac{2f}{k}\,|\Gamma(1-i\nu)|
\end{equation}
for $k>0$. For $x\to-\infty$ the exponent is $is^2/4f+|x|s$, with a saddle point at $s=2if|x|$. The path can leave the origin just to the left of the imaginary axis, cross the saddle to the right, and end in the original direction. The saddle has the phase $e^{+ifx^2}$ in $h$, hence $e^{+ifx^2/2}$ in $b$: it is the reflected wave. The origin contributes the incident wave, with $x=e^{-i\pi}|x|$ in the previous result. Since $|(e^{-i\pi})^{i\nu}|=e^{\pi\nu}$,
\begin{equation}
|a_{\rm in}|=e^{\pi\nu}|a_{\rm out}|,\qquad
T=\frac{|a_{\rm out}|^2}{|a_{\rm in}|^2}=e^{-2\pi\nu}=e^{-\pi k^2/f}.
\end{equation}

The exponent also has a tunnelling meaning. In the strip $|x|<k/f$ the local longitudinal wavevector is imaginary, and
\begin{equation}
2\int_{-k/f}^{k/f}\sqrt{k^2-f^2x^2}\,dx=2\cdot\frac{\pi}{2}\,\frac{k^2}{f}=\frac{\pi k^2}{f}.
\label{eq:action}
\end{equation}
A finite ramp differs from this calculation at its two ends. In a numerical solution of the Dirac equation for a finite ramp with $k_Fd=200$, the relative deviation from the Gaussian is at most $7.6\times10^{-4}$ over the sampled modes with $T>0.01$ (about $9\times10^{-4}$ on a denser set of modes), and $F=0.29287$.

\section{Where the limit ceases to hold}

\subsection{A sharp step}

Equation \eqref{eq:erf} tends to zero for $A\to0$, but the Gaussian is then no longer the correct transmission. For an abrupt step with $u=U/(\hbar v)=\mp k_F$ on the two sides, replace $fx$ by $u$ in \eqref{eq:ab}. The waves of positive current have $b/a=i\tau$ on the left and $-i\tau$ on the right, with $\tau=(1-\cos\theta)/\sin\theta=\tan(\theta/2)$. The reflected wave is proportional to $(a,b)=(-i\tau,1)$. For unit incident amplitude, reflected amplitude $r$ and transmitted amplitude $t$, continuity requires
\begin{equation}
1-i\tau r=t,\qquad i\tau+r=-i\tau t .
\end{equation}
The second equation gives $r=-i\tau(1+t)$. Inserting it in the first gives $1-\tau^2(1+t)=t$, so
\begin{equation}
t=\frac{1-\tau^2}{1+\tau^2}=\cos\theta,\qquad T=\cos^2\theta=1-s^2 .
\end{equation}
The Fano factor is therefore
\begin{equation}
F_{\rm sharp}=1-\frac{\int_{-1}^{1}(1-s^2)^2ds}{\int_{-1}^{1}(1-s^2)ds}
=1-\frac{16/15}{4/3}=\frac15 .
\end{equation}
The numerical Dirac solution also gives 0.2000. Smoothness is thus a real condition for \eqref{eq:limit}.

\subsection{A smooth profile with curvature}

Let $u=k_F\tanh(2x/d)$, which has the same central slope $2k_F/d$. The semiclassical law is $T\simeq\exp(-2\int\sqrt{k^2-u^2}\,dx)$, taken between the points where $|u|=k$. With $u=k_Fw$ and $dx=(d/2)\,dw/(1-w^2)$, the exponent is $k_Fd\,J$. The substitution $w=s\sin\varphi$, with $s=\sin\theta$ again, gives
\begin{align}
J&=\int_{-s}^{s}\frac{\sqrt{s^2-w^2}}{1-w^2}\,dw
=\int_{-\pi/2}^{\pi/2}\frac{s^2\cos^2\varphi}{1-s^2\sin^2\varphi}\,d\varphi\nonumber\\
&=\pi-(1-s^2)\int_{-\pi/2}^{\pi/2}\frac{d\varphi}{1-s^2\sin^2\varphi}
=\pi(1-\cos\theta).
\end{align}
The last integral equals $\pi/\sqrt{1-s^2}$, as $\tan\varphi$ as variable shows.

For small angles $1-\cos\theta=s^2/2+s^4/8+\dots$, so $T\simeq e^{-As^2}(1-As^4/4)$. The mean of $s^4$ with weight $e^{-As^2}$ is $3/(4A^2)$. The integral of $T$ is thus multiplied by $1-3/(16A)$ and that of $T^2$ by $1-3/(32A)$. To first order in $1/A$,
\begin{equation}
F\simeq1-\frac{1}{\sqrt2}\left(1+\frac{3}{32A}\right)
=1-\frac1{\sqrt2}-\frac{3}{16\sqrt2\,\pi k_Fd}.
\label{eq:curve}
\end{equation}
The limit survives the curvature; the approach to it depends on the profile. At $k_Fd=50$ the last term is $-0.0008$, and the Dirac solution gives $F=0.29204$.

\section{Numbers for a graphene junction}

With fourfold degeneracy the density is $n=4\pi k_F^2/(2\pi)^2=k_F^2/\pi$. Hence $k_F=\sqrt{\pi n}=0.1772\,\mathrm{nm^{-1}}$. For $v=10^6$ m/s, $E_F=\hbar vk_F=116.7$ meV. The junction has
\begin{equation}
k_Fd=17.72,\quad A=27.84,\quad f=\frac{2(0.1772)}{100}=0.00354\ \mathrm{nm^{-2}} .
\end{equation}
The transmission falls to $1/e$ at $\sin\theta=1/\sqrt A$, or $\theta=10.9^\circ$. The corresponding forbidden strip has half width $k/f=1/\sqrt{\pi f}\simeq9.5$ nm, well inside the ramp.

Take strip modes $k_n=(n+\tfrac12)\pi/W$, with $n=0,1,\dots$ here a mode index. There are 169 below $k_F$ for each spin and valley. The transmitted number is
\begin{equation}
N_T=\frac W\pi\int_0^\infty e^{-\pi k^2/f}dk=\frac{W\sqrt f}{2\pi}=28.43 .
\end{equation}
The resistance is $R=h/(4e^2N_T)=227\,\Omega$. The distribution of the number transmitted in one attempt per mode has variance 8.326, so $F=8.326/28.43=0.2929$.

The correction from the cut-off in \eqref{eq:erf} is about $-\mathrm{erfc}(\sqrt A)/\sqrt2$, smaller than $10^{-13}$ in size. The shape of the potential matters far more: the Dirac solution gives $F=0.2939$ for the linear ramp and $0.2905$ for the tanh profile. The first shift must come from the ends of the ramp, because an infinite ramp gives the Gaussian law. Its size and sign oscillate with $k_Fd$: it is $-0.0027$ at $k_Fd=14$ and $+0.0017$ at $k_Fd=19$. The second agrees with \eqref{eq:curve}, which predicts $-0.0024$. Both shifts are below 1\% of $F$, but these are idealised profiles; screening can shift $F$ further, as discussed below.

\subsection{Temperature}

At finite temperature, electrons arrive from both sides with Fermi occupations $f_1$ and $f_2$. One attempt transfers $+1$ with probability $Tf_1(1-f_2)$ and $-1$ with probability $Tf_2(1-f_1)$. Its mean is $T(f_1-f_2)$ and its variance is
\begin{equation}
T\left[f_1(1-f_2)+f_2(1-f_1)\right]-T^2(f_1-f_2)^2 .
\end{equation}
Let $y=eV/(2k_BT_e)$. For Fermi functions shifted by $eV$, the bracket equals $(f_1-f_2)\coth y$ and integrates over energy to $eV\coth y$. It is also equal to $f_1(1-f_1)+f_2(1-f_2)+(f_1-f_2)^2$, whose first two terms integrate to $2k_BT_e$. Thus $(f_1-f_2)^2$ integrates to $eV\coth y-2k_BT_e$. If $T$ does not depend on energy, division by the current gives
\begin{align}
\frac{S}{2eI}&=\coth y-(1-F)\left(\coth y-\frac1y\right)\nonumber\\
&=F\coth y+\frac{1-F}{y}.
\end{align}
For an infinite ramp a change of energy merely shifts $x$, so the assumption holds there. At 1.5 K and 10 mV, $y=38.68$ and the ratio is $0.2929+0.7071/38.68=0.311$. Thermal noise raises the apparent Fano factor by 6\%, provided the electrons entering the junction stay at 1.5 K; Joule heating at this bias would raise it further. The bias is 0.086 of $E_F/e$.

\subsection{Disorder and the real device}

The chosen density, width and mobility, $10^5\,\mathrm{cm^2/Vs}$, are rough values for clean encapsulated graphene. Real potentials are set by gates and screening rather than by an ideal ramp. This changes the resistance through $f$, but leaves the limit of $F$ unchanged only if the slope is nearly constant across the forbidden strip. A real junction need not meet this condition. Graphene screens poorly where its density vanishes, so the potential is steep at the centre and flattens on either side. Suppose the gates impose a density $n\tanh(2x/d)$ with the values above. A Thomas--Fermi estimate, not part of the numerical output, with interaction strengths $e^2/(4\pi\epsilon_0\kappa\hbar v)$ of 0.3 to 0.9 ($\kappa$ is the dielectric constant of the surroundings), then gives 1.6 to 2.4 times the central slope, a resistance of roughly 190 to $165\,\Omega$, and an $F$ some 3 to 5\% below the limit. These figures are only indicative: the Thomas--Fermi approximation is local, and it is not controlled for $|x|\lesssim1/\sqrt f$, where the local wavelength exceeds the distance to the centre. This region contains the forbidden strip.

Disorder and contacts break the ballistic assumption. Treat the leads as incoherent resistors in series with the junction at fixed total voltage. A current fluctuation $\delta I_i$ generated in resistor $R_i$ drives a circuit fluctuation $R_i\delta I_i/R_{\rm tot}$. If electrons cool to the lattice temperature between the resistors, independent sources give
\begin{equation}
F_{\rm cold}=\frac{\sum_iF_iR_i^2}{R_{\rm tot}^2}.
\end{equation}
Two 300 nm leads have $6.24\,\Omega$ each. Assigning them the diffusive value $F_i=1/3$ gives
\begin{equation}
F_{\rm cold}=\frac{0.2929(227.0)^2+2(6.24)^2/3}{(239.5)^2}=0.264 ,
\end{equation}
which is the estimate in the numerical output, 10\% below the limit.

Such short leads leave little time for cooling. If scattering in them is elastic, the occupation in the bias window falls from 1 to 0 in proportion to the resistance passed. It is $1-r$ and $r$ on the two sides of the junction, with $r=6.24/239.5=0.026$. These partly filled states add noise, as thermal occupations did above. With $f_a$ and $f_b$ the occupations at the two ends of resistor $i$,
\begin{equation}
F_{\rm el}=\sum_i\frac{R_i}{R_{\rm tot}}\left[f_a(1-f_a)+f_b(1-f_b)+F_i(f_a-f_b)^2\right]=0.299 ,
\end{equation}
which is 2\% above the limit. Even the sign of the shift thus depends on whether electrons cool in the leads. Both values are rough: the mean free path is 1167 nm, so the leads are nearly ballistic. Contact resistance, omitted here, also shifts $F$ in a way that depends on cooling.

Trigonal warping changes the energy at $k_F$ by 0.63\% in the nearest-neighbour band model; its effect on $F$ was not calculated. Interference between contacts and electron interactions are also left out. The full numerical output follows the text.

\section{Comparison of estimate and solution}

Scaling correctly predicts that $F$ is independent of slope, width and density in the smooth limit. It does not fix the number. The straight fall gave $1/3$, which is 14\% above $1-1/\sqrt2$.

The difference can be read from \eqref{eq:F}: $1-F$ is the mean transmission weighted by the current each mode carries. It is $0.667$ for the straight fall and $0.707$ for the Gaussian. The Gaussian has a rounded top, which favours nearly open modes, and a tail, which favours nearly closed ones. In the weighted mean the top wins, and the junction is quieter than the estimate. Its noise is a property of partial transmission at oblique incidence; no scattering from disorder is needed to produce it.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS (rough values for clean graphene)
density on each side          1.00e+12 cm^-2
junction full width d         100 nm
strip width W                 3.0 um
Dirac velocity                1.0e+06 m/s
temperature                   1.5 K
bias                          10 mV
mobility                      1.0e+05 cm^2/Vs
length of each lead           300 nm
carbon bond length            0.142 nm
JUNCTION
k_F                           0.1772 nm^-1
Fermi energy                  116.7 meV
k_F d                         17.72
exponent A = pi k_F d / 2     27.84
slope f                       0.00354 nm^-2
potential slope               2.333 meV/nm
angle where T = 1/e           10.92 degrees
modes per spin and valley     169
transmitted, formula          28.428
transmitted, mode sum         28.428
variance per attempt          8.326
junction resistance           227.0 ohm
FANO FACTOR (dimensionless)
limit 1 - 1/sqrt(2)           0.292893
from counting distribution    0.292893
cut-off term erfc(sqrt A)     8.5e-14
Gaussian law at k_F d = 1     0.2438
Dirac, ramp, k_F d = 200      0.29287
  largest error of T, T>0.01  7.6e-04 (relative)
Dirac, sharp step             0.2000
Dirac, tanh, k_F d = 50       0.29204
NEGLECTED EFFECTS IN THE EXAMPLE
F, Dirac, linear ramp         0.29393
  shift on halving steps      4.4e-08
F, Dirac, tanh profile        0.29047
  shift on halving steps      -4.7e-09
F, tanh action formula        0.29048
thermal energy kT             0.1293 meV
eV/(2kT)                      38.68
S/(2eI) with thermal noise    0.3112
mean free path                1167 nm
resistance of each lead       6.24 ohm
F with leads, rough estimate  0.2636
trigonal warping of energy    0.63 percent
eV / Fermi energy             0.086
\end{verbatim}
